# First-order propagation-constant shift for a displaced dielectric waveguide wall: a program that tests the result

```python
"""
Result under test: first-order shift of the effective index n = beta/k0 when
a dielectric wall moves by h towards the outside, at fixed frequency:
  dn = closed integral of h*[(ei-eo)*|Et|^2 + (1/eo-1/ei)*|Dn|^2] ds
       / (2 * integral of Re(E x H*)_z dA)
ei, eo : relative permittivity inside and outside the wall
Et, Dn : tangential E (including Ez) and normal D = eps*E at the wall
H is multiplied by the vacuum impedance; lengths are in micrometres.
The naive rule uses (ei-eo)*|E|^2 with the old field in the swept strip.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import eigs
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import jv, jvp, kv, kvp

LAM = 1.55
K0 = 2 * np.pi / LAM
N_SI, N_OX = 3.476, 1.444          # rough typical indices at 1550 nm
E_SI, E_OX = N_SI**2, N_OX**2
NM = 1e-3


def wall_terms(ei, eo, et2, dn2):
    """Correct density, naive for a growing core, naive for a shrinking core."""
    tangential = (ei - eo) * et2
    return np.array([tangential + (1 / eo - 1 / ei) * dn2,
                     tangential + (ei - eo) * dn2 / eo**2,
                     tangential + (ei - eo) * dn2 / ei**2])


def integrate(f, breaks):
    return sum(quad(f, a, b, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
               for a, b in zip(breaks[:-1], breaks[1:]))


# ---------- slab, TM0 mode, core between x = 0 and x = d ----------
def slab(d, ec, et, eb):
    def parts(n):
        kap = K0 * np.sqrt(ec - n * n)
        gt, gb = K0 * np.sqrt(n * n - et), K0 * np.sqrt(n * n - eb)
        return (kap, gt, gb, np.arctan(ec * gt / (et * kap)),
                np.arctan(ec * gb / (eb * kap)))

    def mismatch(n):
        kap, _, _, pt, pb = parts(n)
        return kap * d - pt - pb

    n = brentq(mismatch, np.sqrt(max(et, eb)) + 1e-9, np.sqrt(ec) - 1e-9,
               xtol=1e-14, rtol=1e-14)
    kap, gt, gb, _, pb = parts(n)

    def field(x):                   # Ex, Ez/i, Hy
        if x < 0:
            e, hy = eb, np.cos(pb) * np.exp(gb * x)
            slope = gb * hy
        elif x < d:
            e, hy = ec, np.cos(kap * x - pb)
            slope = -kap * np.sin(kap * x - pb)
        else:
            e, hy = et, np.cos(kap * d - pb) * np.exp(-gt * (x - d))
            slope = -gt * hy
        return n * hy / e, slope / (K0 * e), hy

    power = integrate(lambda x: field(x)[0] * field(x)[2],
                      [-np.inf, 0, d, np.inf])
    ex, ez, _ = field(d + 1e-12)
    top = wall_terms(ec, et, ez**2, (et * ex)**2) / (2 * power)
    ex, ez, _ = field(-1e-12)
    bottom = wall_terms(ec, eb, ez**2, (eb * ex)**2) / (2 * power)
    return n, field, power, top, bottom


def slab_slope(d, ec, et, eb, step=1e-4):
    return (slab(d + step, ec, et, eb)[0]
            - slab(d - step, ec, et, eb)[0]) / (2 * step)


D = 0.220
n_s, f1, p1, top, bottom = slab(D, E_SI, E_OX, E_OX)
exact_s = slab_slope(D, E_SI, E_OX, E_OX)
assert abs(top[0] / exact_s - 1) < 1e-5

# exact two-guide identity for a finite displacement of 20 nm
n_20, f2, _, _, _ = slab(D + 20 * NM, E_SI, E_OX, E_OX)
cross = integrate(lambda x: f1(x)[0] * f2(x)[2] + f2(x)[0] * f1(x)[2],
                  [-np.inf, 0, D, D + 20 * NM, np.inf])
strip_int = integrate(lambda x: (E_SI - E_OX) * (f1(x)[0] * f2(x)[0]
                      + f1(x)[1] * f2(x)[1]), [D, D + 20 * NM])
identity_shift = strip_int / cross
assert abs(identity_shift / (n_20 - n_s) - 1) < 1e-6

# normal field in a thin strip: new field over old field
h_thin = 0.1 * NM
_, f3, p3, _, _ = slab(D + h_thin, E_SI, E_OX, E_OX)
xm = D + h_thin / 2
ratio_n = f3(xm)[0] / np.sqrt(p3) / (f1(xm)[0] / np.sqrt(p1))
ratio_t = f3(xm)[1] / np.sqrt(p3) / (f1(xm)[1] / np.sqrt(p1))
assert abs(ratio_n / (E_OX / E_SI) - 1) < 0.01
assert abs(ratio_t - 1) < 0.01


# remainder of the linear law is quadratic in h: doubling h gives a factor 4
def remainder_ratio(d, h):
    n, _, _, wall, _ = slab(d, E_SI, E_OX, E_OX)
    r1, r2 = [slab(d + s, E_SI, E_OX, E_OX)[0] - n - s * wall[0]
              for s in (h, 2 * h)]
    return r2 / r1


# the steps must be small against the distance to the inflection of n(d),
# where the quadratic coefficient vanishes
d_inflection = minimize_scalar(lambda d: -slab_slope(d, E_SI, E_OX, E_OX),
                               bounds=(0.15, 0.30), method="bounded",
                               options={"xatol": 1e-5}).x
rem_220 = remainder_ratio(D, 0.1 * NM)
rem_300 = remainder_ratio(0.300, 1 * NM)
assert abs(rem_220 - 4) < 0.2
assert abs(rem_300 - 4) < 0.2

# each wall separately in an asymmetric slab (air above, silica below)
_, _, _, top_a, bot_a = slab(D, E_SI, 1.0, E_OX)
exact_a = slab_slope(D, E_SI, 1.0, E_OX)
assert abs(top_a[0] / exact_a - 1) < 1e-5
assert abs(bot_a[0] / exact_a - 1) < 1e-5

# pure translation: top wall advances, bottom wall retreats
shift_true = top[0] - bottom[0]
shift_naive = top[1] - bottom[2]
assert abs(shift_true) < 1e-8 * abs(exact_s)
assert abs(shift_naive) > exact_s

# low contrast: the naive rule becomes acceptable
_, _, _, top_l, _ = slab(3.0, 1.47**2, 1.45**2, 1.45**2)
exact_l = slab_slope(3.0, 1.47**2, 1.45**2, 1.45**2, 1e-3)
assert abs(top_l[0] / exact_l - 1) < 1e-4
assert abs(top_l[1] / exact_l - 1) < 0.04


# ---------- round silicon wire, HE11 mode, curved wall ----------
def wire_parts(n, a):
    u, w = K0 * a * np.sqrt(E_SI - n * n), K0 * a * np.sqrt(n * n - E_OX)
    return (u, w, jvp(1, u) / (u * jv(1, u)), kvp(1, w) / (w * kv(1, w)),
            1 / u**2 + 1 / w**2)


def wire_index(a):
    def f(n):
        _, _, j, k, v = wire_parts(n, a)
        return (j + k) * (E_SI * j + E_OX * k) - (n * v)**2
    return brentq(f, 1.46, 3.4, xtol=1e-14, rtol=1e-14)


RAD = 0.200
n_w = wire_index(RAD)
U, W, JP, KP, V = wire_parts(n_w, RAD)
HZ = 1j * n_w * V / (JP + KP)      # amplitude of Hz for unit Ez at the wall


def wire_field(r):
    if r < RAD:
        q = U / RAD
        z, dz = jv(1, q * r) / jv(1, U), q * jvp(1, q * r) / jv(1, U)
        q2, e = q * q, E_SI
    else:
        q = W / RAD
        z, dz = kv(1, q * r) / kv(1, W), q * kvp(1, q * r) / kv(1, W)
        q2, e = -q * q, E_OX
    c, az = 1j * K0 / q2, 1j / r
    return (c * (n_w * dz + az * HZ * z), c * (n_w * az * z - HZ * dz), z,
            c * (n_w * HZ * dz - e * az * z), c * (n_w * az * HZ * z + e * dz))


def wire_flux(r):
    er, ep, _, hr, hp = wire_field(r)
    return (er * np.conj(hp) - ep * np.conj(hr)).real * r


p_w = integrate(wire_flux, [0, RAD, RAD + 20 * RAD / W])
er_o, ep_o, ez_o = wire_field(RAD * (1 + 1e-10))[:3]
er_i = wire_field(RAD * (1 - 1e-10))[0]
assert abs(E_SI * er_i / (E_OX * er_o) - 1) < 1e-6
wire = RAD * wall_terms(E_SI, E_OX, abs(ep_o)**2 + abs(ez_o)**2,
                        abs(E_OX * er_o)**2) / (2 * p_w)
exact_w = (wire_index(RAD + 1e-4) - wire_index(RAD - 1e-4)) / 2e-4
assert abs(wire[0] / exact_w - 1) < 1e-4


# ---------- rectangular strip: full-vector solver on a quarter cell ----------
# Mirror planes: Ey = Ez = 0 at x = 0, Hx = Hz = 0 at y = 0.
# Cells are graded towards the walls; the mesh deforms smoothly with them.
BOX = 1.2


def axis(half, n_in, n_out, growth):
    inner = growth ** np.arange(n_in)[::-1]
    outer = growth ** np.arange(n_out)
    return np.concatenate([inner * half / inner.sum(),
                           outer * (BOX - half) / outer.sum()])


def operators(cells, first_node):
    m = len(cells)
    grad = sp.diags([-1 / cells, 1 / cells], [0, 1], shape=(m, m + 1))
    dual = np.zeros(m + 1)
    dual[:-1] += cells / 2
    dual[1:] += cells / 2
    div = -sp.diags(1 / dual) @ grad.T @ sp.diags(cells)
    mean = sp.diags(1 / dual) @ abs(grad.T.tocsr()) @ sp.diags(cells**2 / 2)
    keep = slice(first_node, m)
    return (grad.tocsc()[:, keep], div.tocsr()[keep], mean.tocsr()[keep],
            dual[keep])


def strip(width=0.450, thick=0.220, lam=LAM, n_si=N_SI, n_ox=N_OX, level=1):
    """Index of the quasi-TE mode and its wall sensitivities dn/dw, dn/dt."""
    k0, ei, eo = 2 * np.pi / lam, n_si**2, n_ox**2
    growth, a, b, out = 1.1**level, 32 // level, 26 // level, 48 // level
    cx, cy = axis(width / 2, a, out, growth), axis(thick / 2, b, out, growth)
    gx, dx, mx, ux = operators(cx, 1)
    gy, dy, my, uy = operators(cy, 0)
    eps = np.full((len(cx), len(cy)), eo)
    eps[:a, :b] = ei
    eps_x, eps_y = (my @ eps.T).T, mx @ eps
    eps_z = mx @ eps_x
    ixh, ixn = sp.identity(len(cx)), sp.identity(len(ux))
    iyh, iyn = sp.identity(len(cy)), sp.identity(len(uy))
    eps_t = np.concatenate([eps_x.ravel(), eps_y.ravel()])
    curl = sp.hstack([-sp.kron(ixh, gy), sp.kron(gx, iyh)]).tocsr()
    back = sp.vstack([-sp.kron(ixh, dy), sp.kron(dx, iyh)]).tocsr()
    div = (sp.hstack([sp.kron(dx, iyn), sp.kron(ixn, dy)])
           @ sp.diags(eps_t)).tocsr()
    grad = sp.vstack([sp.kron(gx, iyn), sp.kron(ixn, gy)]).tocsr()
    matrix = (k0**2 * sp.diags(eps_t) + back @ curl
              + grad @ sp.diags(1 / eps_z.ravel()) @ div).tocsc()
    val, vec = eigs(matrix, k=1, sigma=(2.4 * k0)**2,
                    v0=np.ones(matrix.shape[0]))
    beta = np.sqrt(val[0].real)
    e = vec[:, 0]
    e = (e / e[np.argmax(abs(e))]).real
    # g holds (Hy, -Hx), the partner of (Ex, Ey) in the power flow
    g = (k0 * eps_t * e + back @ (curl @ e) / k0) / beta
    area = np.concatenate([np.outer(cx, uy).ravel(), np.outer(ux, cy).ravel()])
    power = np.sum(area * e * g)
    ex = e[:eps_x.size].reshape(eps_x.shape)
    ey = e[eps_x.size:].reshape(eps_y.shape)
    ez = (div @ e).reshape(eps_z.shape) / (beta * eps_z)
    # side wall
    wy = uy[:b + 1].copy()
    wy[-1] = cy[b - 1] / 2
    dn = (ei * ex[a - 1, :b + 1] * cx[a] + eo * ex[a, :b + 1] * cx[a - 1]) \
        / (cx[a] + cx[a - 1])
    et2 = np.sum(wy * ez[a - 1, :b + 1]**2) + np.sum(cy[:b] * ey[a - 1, :b]**2)
    side = wall_terms(ei, eo, et2, np.sum(wy * dn**2)) / (4 * power)
    # top wall
    wx = ux[:a].copy()
    wx[-1] = cx[a - 1] / 2
    dn = (ei * ey[:a, b - 1] * cy[b] + eo * ey[:a, b] * cy[b - 1]) \
        / (cy[b] + cy[b - 1])
    et2 = np.sum(wx * ez[:a, b]**2) + np.sum(cx[:a] * ex[:a, b]**2)
    lid = wall_terms(ei, eo, et2, np.sum(wx * dn**2)) / (4 * power)
    return beta / k0, side, lid


n0, side, lid = strip()
S = 2 * NM
nwp, nwm = strip(width=0.450 + S)[0], strip(width=0.450 - S)[0]
ntp, ntm = strip(thick=0.220 + S)[0], strip(thick=0.220 - S)[0]
dndw, dndt = (nwp - nwm) / (2 * S), (ntp - ntm) / (2 * S)
curv = (nwp - 2 * n0 + nwm) / S**2
n_c, side_c, lid_c = strip(level=2)
# sharp corners make the fields weakly singular, hence the few-percent margin
assert N_OX < n0 < N_SI
assert abs(side[0] / dndw - 1) < 0.04
assert abs(lid[0] / dndt - 1) < 0.04
# a large Ez at the side walls hides much of the naive error on retreat
assert abs(side[1] / dndw - 1) > 0.2
assert abs(side[2] / dndw - 1) > 2 * abs(side[0] / dndw - 1)

# group index with rough material dispersion (per micrometre)
SLOPE_SI, SLOPE_OX = -0.08, -0.012


def strip_at(lam, width=0.450):
    return strip(width=width, lam=lam, n_si=N_SI + SLOPE_SI * (lam - LAM),
                 n_ox=N_OX + SLOPE_OX * (lam - LAM))[0]


DL = 0.005
ng = n0 - LAM * (strip_at(LAM + DL) - strip_at(LAM - DL)) / (2 * DL)
ng_fixed = n0 - LAM * (strip(lam=LAM + DL)[0] - strip(lam=LAM - DL)[0]) / (2 * DL)
dlam = LAM * dndw * NM / ng        # resonance shift for 1 nm of width
n_res = strip_at(LAM + dlam, 0.450 + NM)
assert abs(n_res * LAM / (n0 * (LAM + dlam)) - 1) < 0.03 * dndw * NM / n0

# temperature: rough silicon coefficient, silica held fixed
DNDT_SI = 1.8e-4
dn_kelvin = (strip(n_si=N_SI + 10 * DNDT_SI)[0] - n0) / 10

print(f"Wavelength: {LAM*1e3:.0f} nm; silicon index {N_SI}, silica index {N_OX}")
print(f"Permittivities: silicon {E_SI:.4f}, silica {E_OX:.4f}")
print(f"Permittivity ratio silicon/silica: {E_SI/E_OX:.3f}")
print("SLAB, TM0, 220 nm silicon in silica")
print(f"n_eff: {n_s:.6f}")
print(f"dn/dd re-solved: {exact_s*NM:.6e} per nm")
print(f"dn/dd formula: {top[0]*NM:.6e} per nm")
print(f"dn/dd naive, growing core: {top[1]*NM:.4e} per nm")
print(f"dn/dd naive, shrinking core: {top[2]*NM:.4e} per nm")
print(f"20 nm growth, index shift re-solved: {n_20-n_s:.8f}")
print(f"20 nm growth, shift from exact identity: {identity_shift:.8f}")
print(f"Strip 0.1 nm, new/old normal E: {ratio_n:.4f}")
print(f"Silica/silicon permittivity ratio: {E_OX/E_SI:.4f}")
print(f"Strip 0.1 nm, new/old tangential E: {ratio_t:.4f}")
print(f"Thickness at the inflection of n_eff: {d_inflection*1e3:.1f} nm")
print(f"Remainder ratio, 0.2 nm over 0.1 nm, 220 nm slab: {rem_220:.3f}")
print(f"Remainder ratio, 2 nm over 1 nm, 300 nm slab: {rem_300:.3f}")
print(f"Translation, naive spurious slope: {shift_naive*NM:.4e} per nm")
print(f"Translation, correct slope: {shift_true*NM:.1e} per nm")
print("SLAB, TM0, 220 nm silicon, air above, silica below")
print(f"dn/dd re-solved: {exact_a*NM:.6e} per nm")
print(f"From top wall: {top_a[0]*NM:.6e}, bottom wall: {bot_a[0]*NM:.6e} per nm")
print("SLAB, TM0, indices 1.47 and 1.45, 3 um thick")
print(f"Naive (growing)/re-solved slope: {top_l[1]/exact_l:.4f}")
print("ROUND SILICON WIRE IN SILICA, HE11, radius 200 nm")
print(f"n_eff: {n_w:.6f}")
print(f"dn/da re-solved: {exact_w*NM:.6e}, formula: {wire[0]*NM:.6e} per nm")
print(f"dn/da naive, growing: {wire[1]*NM:.4e}, shrinking: {wire[2]*NM:.4e} per nm")
print("SILICON STRIP 450 nm x 220 nm IN SILICA, quasi-TE")
print(f"n_eff: {n0:.5f} (coarser mesh: {n_c:.5f})")
print(f"dn/dw re-solved: {dndw*NM:.4e} per nm")
print(f"dn/dw formula: {side[0]*NM:.4e} (coarser mesh {side_c[0]*NM:.4e}) per nm")
print(f"dn/dw naive, growing: {side[1]*NM:.4e}, shrinking: {side[2]*NM:.4e} per nm")
print(f"dn/dt re-solved: {dndt*NM:.4e} per nm")
print(f"dn/dt formula: {lid[0]*NM:.4e} (coarser mesh {lid_c[0]*NM:.4e}) per nm")
print(f"dn/dt naive, growing: {lid[1]*NM:.4e}, shrinking: {lid[2]*NM:.4e} per nm")
print(f"Beta shift per nm of width: {K0*dndw*NM*1e3:.3f} rad/mm")
print(f"Assumed dn/dlambda: silicon {SLOPE_SI}, silica {SLOPE_OX} per um")
print(f"Group index: {ng:.3f} (without material dispersion: {ng_fixed:.3f})")
print(f"Resonance shift per nm of width: {dlam*1e3:.3f} nm")
print("NEGLECTED EFFECTS")
print(f"5 nm width error, linear term in n_eff: {dndw*5*NM:.3e}")
print(f"5 nm width error, quadratic term in n_eff: {curv*(5*NM)**2/2:.3e}")
print(f"Assumed silicon dn/dT: {DNDT_SI:.1e} per K")
print(f"n_eff change with temperature: {dn_kelvin:.3e} per K")
print(f"Temperature change equal to 1 nm of width: {dndw*NM/dn_kelvin:.2f} K")
print("OK")
```

It prints:

```
Wavelength: 1550 nm; silicon index 3.476, silica index 1.444
Permittivities: silicon 12.0826, silica 2.0851
Permittivity ratio silicon/silica: 5.795
SLAB, TM0, 220 nm silicon in silica
n_eff: 2.053320
dn/dd re-solved: 8.211820e-03 per nm
dn/dd formula: 8.211824e-03 per nm
dn/dd naive, growing core: 1.8233e-02 per nm
dn/dd naive, shrinking core: 6.4824e-03 per nm
20 nm growth, index shift re-solved: 0.16301094
20 nm growth, shift from exact identity: 0.16301094
Strip 0.1 nm, new/old normal E: 0.1729
Silica/silicon permittivity ratio: 0.1726
Strip 0.1 nm, new/old tangential E: 1.0003
Thickness at the inflection of n_eff: 223.7 nm
Remainder ratio, 0.2 nm over 0.1 nm, 220 nm slab: 3.962
Remainder ratio, 2 nm over 1 nm, 300 nm slab: 3.990
Translation, naive spurious slope: 1.1751e-02 per nm
Translation, correct slope: -4.4e-17 per nm
SLAB, TM0, 220 nm silicon, air above, silica below
dn/dd re-solved: 9.501550e-03 per nm
From top wall: 9.501558e-03, bottom wall: 9.501558e-03 per nm
SLAB, TM0, indices 1.47 and 1.45, 3 um thick
Naive (growing)/re-solved slope: 1.0273
ROUND SILICON WIRE IN SILICA, HE11, radius 200 nm
n_eff: 2.431560
dn/da re-solved: 1.010321e-02, formula: 1.010320e-02 per nm
dn/da naive, growing: 1.8872e-02, shrinking: 8.5900e-03 per nm
SILICON STRIP 450 nm x 220 nm IN SILICA, quasi-TE
n_eff: 2.35358 (coarser mesh: 2.35481)
dn/dw re-solved: 2.1381e-03 per nm
dn/dw formula: 2.1427e-03 (coarser mesh 2.1314e-03) per nm
dn/dw naive, growing: 4.4182e-03, shrinking: 1.7501e-03 per nm
dn/dt re-solved: 3.7750e-03 per nm
dn/dt formula: 3.7721e-03 (coarser mesh 3.7710e-03) per nm
dn/dt naive, growing: 4.1029e-03, shrinking: 3.7150e-03 per nm
Beta shift per nm of width: 8.667 rad/mm
Assumed dn/dlambda: silicon -0.08, silica -0.012 per um
Group index: 4.284 (without material dispersion: 4.146)
Resonance shift per nm of width: 0.774 nm
NEGLECTED EFFECTS
5 nm width error, linear term in n_eff: 1.069e-02
5 nm width error, quadratic term in n_eff: -1.676e-04
Assumed silicon dn/dT: 1.8e-04 per K
n_eff change with temperature: 1.923e-04 per K
Temperature change equal to 1 nm of width: 11.12 K
OK
```
